# Lloyd's averaged Green function for Cauchy disorder, and localization

## Definitions and conventions

Let $H_0$ be a Hermitian one-particle Hamiltonian on a lattice, with elements $h_{ij}$, and add random site energies:

$$H=H_0+D,\qquad D=\sum_i\varepsilon_i|i\rangle\langle i| .$$

The $\varepsilon_i$ are independent, with the Cauchy density

$$p(\varepsilon)=\frac{\gamma}{\pi}\,\frac{1}{\varepsilon^2+\gamma^2},\qquad \gamma>0 .$$

This law has no finite variance; $\gamma$ is its half width at half maximum. I assume that $b=\sup_i\sum_j|h_{ij}|$ is finite, which makes $H_0$ bounded. The dimension is arbitrary. Set $\hbar=1$, write $G(z)=(z-H)^{-1}$ and $G_0(z)=(z-H_0)^{-1}$, and let angle brackets denote the disorder average. The result is

$$\boxed{\langle G(z)\rangle=G_0(z+i\gamma),\qquad \operatorname{Im}z>0 .}$$

The right side is analytic for $\operatorname{Im}z>-\gamma$, so $z$ may approach a real energy $E$ after averaging. The averaged retarded function is then the clean one at $E+i\gamma$. Hermitian conjugation gives $E-i\gamma$ for the advanced function.

## First derivation: a contour for each site energy

Take a finite lattice and $\operatorname{Im}z=\eta>0$. Let the site energies be complex with $\operatorname{Im}\varepsilon_i\le0$. For a normalized vector $\psi$,

$$\operatorname{Im}\langle\psi|(z-H)|\psi\rangle=\eta-\sum_i\operatorname{Im}\varepsilon_i\,|\psi_i|^2\ge\eta .$$

Hence $\|(z-H)\psi\|\ge\eta$. The matrix is invertible, $\|G\|\le1/\eta$, and each element of $G$ is a bounded analytic function $f$ of each $\varepsilon_i$ in the lower half plane.

Close the integral over one $\varepsilon_i$ by a lower semicircle of radius $R$. There $p$ is of order $\gamma/(\pi R^2)$, $|f|\le1/\eta$ and the length is $\pi R$, so the arc contributes a term of order $\gamma/(\eta R)$, which vanishes. The pole inside is at $-i\gamma$. Since

$$p(\varepsilon)=\frac{\gamma}{\pi}\frac{1}{(\varepsilon-i\gamma)(\varepsilon+i\gamma)},$$

the residue of $pf$ is $(\gamma/\pi)f(-i\gamma)/(-2i\gamma)=-f(-i\gamma)/(2\pi i)$. The contour runs clockwise, which supplies $-2\pi i$:

$$\int_{-\infty}^{\infty}p(\varepsilon)f(\varepsilon)\,d\varepsilon=f(-i\gamma).$$

With this energy fixed at $-i\gamma$, the bound still holds for the others. Repeating the step at every site replaces $D$ by $-i\gamma$, and $z-H$ by $z+i\gamma-H_0$.

For an infinite lattice, keep the hopping inside a finite box $\Lambda$ and call the result $H_\Lambda$. If $\phi$ has finite support and $\chi=(z-H)\phi$, then

$$(G_\Lambda-G)\chi=G_\Lambda(H_\Lambda-H)\phi\to0 .$$

Such $\chi$ are dense, because $D$ is essentially self-adjoint on vectors of finite support and the bounded $H_0$ does not change this. As all resolvents are bounded by $1/\eta$, convergence holds on every vector, and dominated convergence carries it through the average.

## Second derivation: time spent on the sites

This route starts from the characteristic function of the Cauchy law. Direct integration gives

$$\frac1{2\pi}\int_{-\infty}^{\infty}e^{-\gamma|T|}e^{i\varepsilon T}dT=\frac1\pi\operatorname{Re}\frac1{\gamma-i\varepsilon}=p(\varepsilon),$$

so Fourier inversion yields $\langle e^{-i\varepsilon T}\rangle=e^{-\gamma|T|}$.

Now expand $e^{-iHt}$, $t>0$, in powers of $H_0$. The term of order $n$ is a sum over paths $i_0=l,i_1,\ldots,i_n=m$:

$$(-i)^n\!\int\! d\tau\; h_{i_ni_{n-1}}\cdots h_{i_1i_0}\exp\Big(-i\sum_{k=0}^n\varepsilon_{i_k}\tau_k\Big).$$

The waiting times satisfy $\tau_k\ge0$ and $\sum_k\tau_k=t$; the integral covers this simplex, of volume $t^n/n!$. Let $T_j$ be the total time spent on site $j$. Independence gives

$$\Big\langle\prod_j e^{-i\varepsilon_jT_j}\Big\rangle=\prod_je^{-\gamma T_j}=e^{-\gamma\sum_jT_j}=e^{-\gamma t}.$$

Every path acquires the same factor, however its time is divided. The absolute values sum to at most $\sum_n(bt)^n/n!=e^{bt}$, so averaging term by term is allowed. What remains is the expansion of the clean evolution:

$$\langle e^{-iHt}\rangle=e^{-\gamma t}e^{-iH_0t}.$$

Finally, $G(z)=-i\int_0^\infty e^{izt}e^{-iHt}dt$, because $-i\int_0^\infty e^{iat}dt=1/a$ for $\operatorname{Im}a>0$. Averaging gives

$$\langle G(z)\rangle=-i\int_0^\infty e^{i(z+i\gamma-H_0)t}dt=G_0(z+i\gamma).$$

## What the derivations assume

Both need the Cauchy law and a function of one causal sign. The contour proof uses a bounded $H_0$, analyticity and control of the arc. It does not need the finite row sum $b$, and it extends to other analytic functions, including the logarithm used below. The path proof needs absolute convergence of the path sum, but works directly on the infinite lattice and shows what is special about the disorder. Path-by-path factorization requires a characteristic function with $C(T_1)C(T_2)=C(T_1+T_2)$ for positive times. Its continuous solutions are exponentials, which give a Cauchy law, possibly with a shifted centre or zero width. For Gaussian energies the exponent contains $\sum_jT_j^2$, which depends on how the time is divided.

The path proof also shows that independence can be relaxed. If several sites share one Cauchy energy, their times add before averaging and the factor is still $e^{-\gamma t}$. The averaged Green function is unchanged.

An intensity behaves differently. In $|\langle m|e^{-iHt}|l\rangle|^2$ a second path, with times $T'_j$, enters with the opposite phase. For independent sites the factor is

$$\prod_je^{-\gamma|T_j-T'_j|},$$

whereas one energy common to all sites gives $e^{-\gamma|t-t|}=1$. The intensity therefore knows about correlations that the averaged amplitude has lost. In contour language, $GG^*$ has singularities in both half planes.

## Why the averaged function cannot decide localization

Compare two ensembles on a chain. In the first the site energies are independent. In the second all sites share one Cauchy energy $\varepsilon$, so $H=H_0+\varepsilon$ and every state is a Bloch wave. Both have the same $\langle G\rangle$. The first is shown below to have localized states, so no rule that takes $\langle G\rangle$ alone as input can tell localized from extended states.

The common shift is not ergodic: one sample, however long, does not display the distribution of $\varepsilon$. A square lattice gives an ergodic example. Let the energy $\varepsilon_x$ be constant along each column and independent between columns. With nearest-neighbour hopping the Hamiltonian separates, and its states are $\phi(x)e^{iky}$, extended along the columns. Yet $\langle G\rangle$ is the one for independent energies on all sites.

The decay of $\langle G\rangle$ with distance can thus come from a loss of phase coherence between samples whose states are extended, as along the columns. In the independent chain treated below, the states of each sample decay as well, but the phase of $G$ still varies between samples, so both effects are present. Their rates do not add: rare samples with large $|G|$ make $\langle|G|\rangle$ decay more slowly than a typical sample, and the cancellation of phases brings the decay of $\langle G\rangle$ back to the typical rate, as the logarithmic average below shows. The decay of $\langle G\rangle$ does not by itself show that a particle stays put. Nor can a mobility edge, if a lattice has one, appear as a singularity of the averaged density of states, since $\langle G\rangle$ is analytic across the whole real axis.

## The chain

Take $H_0=V\sum_n(|n\rangle\langle n+1|+|n+1\rangle\langle n|)$, $V>0$, and define

$$E+i\gamma=2V\cosh\theta,\qquad \theta=\kappa+i\varphi,\quad\kappa>0 .$$

The clean function $g_n=\langle0|G_0(E+i\gamma)|n\rangle$ obeys

$$2V\cosh\theta\,g_n-V(g_{n+1}+g_{n-1})=\delta_{n0}.$$

The decaying form $g_n=Ae^{-|n|\theta}$ solves it for $n\ne0$. At $n=0$ it requires $A(2V\cosh\theta-2Ve^{-\theta})=2VA\sinh\theta=1$. Hence

$$\langle G_{0n}\rangle=\frac{e^{-|n|\theta}}{2V\sinh\theta},\qquad \rho(E)=-\frac1\pi\operatorname{Im}\frac1{2V\sinh\theta},$$

where $\rho$ is the averaged density of states per site.

To find $\kappa$, separate real and imaginary parts: $E=2V\cosh\kappa\cos\varphi$ and $\gamma=2V\sinh\kappa\sin\varphi$. With $c=\cosh\kappa$,

$$\frac{(2V\pm E)^2+\gamma^2}{4V^2}=(1\pm c\cos\varphi)^2+(c^2-1)(1-\cos^2\varphi)=(c\pm\cos\varphi)^2 .$$

Taking positive roots and adding removes $\cos\varphi$:

$$4V\cosh\kappa=\sqrt{(2V+E)^2+\gamma^2}+\sqrt{(2V-E)^2+\gamma^2}.$$

The right side exceeds $4V$ for $\gamma>0$, so $\kappa>0$ at every energy. So far $\kappa$ is a decay rate of $\langle G\rangle$. Its connection with localization needs another argument.

## What Thouless's formula adds

For one open chain of $N$ sites, start a solution with $\psi_0=0$, $\psi_1=1$:

$$V\psi_{n+1}=(E-\varepsilon_n)\psi_n-V\psi_{n-1}.$$

The determinant $\Delta_n=\det(E-H_n)$ of the first $n$ sites obeys $\Delta_n=(E-\varepsilon_n)\Delta_{n-1}-V^2\Delta_{n-2}$, so $\Delta_N=V^N\psi_{N+1}$. With eigenvalues $E_a$,

$$\frac1N\ln|\psi_{N+1}|=\frac1N\sum_a\ln|E-E_a|-\ln V .$$

For self-averaging levels the large-$N$ limit is Thouless's formula:

$$\lambda(E)=\int\rho(E')\ln|E-E'|\,dE'-\ln V .$$

The same determinant gives the end-to-end function. Deleting row $N$ and column 1 of $E-H$ leaves a triangular matrix with diagonal $-V$, so the two signs $(-1)^{N+1}$ and $(-1)^{N-1}$ cancel and $G_{1N}=V^{N-1}/\Delta_N$.

The integral can be evaluated. The boxed result makes $\rho$ the clean density $\rho_0$ convolved with $p$. For real $a$, the contour argument applied to $\ln(a-\varepsilon)$ gives $\langle\ln|a-\varepsilon|\rangle=\ln|a+i\gamma|$; the arc now vanishes as $(\ln R)/R$. Thus, with clean levels $2V\cos k$,

$$\lambda=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\ln|2\cosh\theta-2\cos k| .$$

Use $2\cosh\theta-2\cos k=e^\theta(1-e^{-\theta+ik})(1-e^{-\theta-ik})$. The logarithms of the last two factors have power series in $e^{\pm ik}$ without a constant term and average to zero. Therefore $\lambda=\operatorname{Re}\theta=\kappa$.

The mean growth can also be found at finite $N$, without assuming self-averaging. At $E+i\eta$ the determinant is linear in each $\varepsilon_i$ and has no zero for $\operatorname{Im}\varepsilon_i\le0$, so its logarithm can be averaged site by site. As $\eta\to0$, $\ln|\Delta_N|$ decreases monotonically, which justifies the limit:

$$\langle\ln|\Delta_N(E)|\rangle=\ln\left|V^N\frac{\sinh((N+1)\theta)}{\sinh\theta}\right| .$$

The clean determinant on the right follows from its recursion and the values $1$ and $2V\cosh\theta$ for zero and one site. Dividing by $N$ again gives $\kappa+\ln V$. It also follows that $\langle\ln|G_{1N}|\rangle=\ln|\langle G_{1N}\rangle|$, so the mean logarithmic decay rate equals the decay rate of the averaged function; it is also the typical rate once self-averaging is shown in the next section. The equality of the two logarithms rests on the Cauchy average of a logarithm.

## From the exponent to localized states

A mean exponent is not enough: the common shift has the same mean. There, however, a sample has zero exponent whenever its shifted band contains $E$. Independent sites differ because the exponent is self-averaging.

Let $R_n=\psi_{n+1}/\psi_n=(E-\varepsilon_n)/V-1/R_{n-1}$. Given $R_{n-1}$, $R_n$ is Cauchy distributed with width $\gamma/V$. Whatever its centre, $|R_n|\ge1$ has a probability bounded below. The next centre then lies within 1 of $E/V$, so the next density exceeds a fixed positive function. Every two steps the sequence therefore has a fixed chance of restarting from a fixed law. The blocks between restarts are independent, and $\ln|R_n|$ has finite moments: the density of $R_n$ is at most $V/(\pi\gamma)$, which controls small $|R_n|$, and $|R_n|\le|E-\varepsilon_n|/V+1/|R_{n-1}|$ controls large $|R_n|$. The law of large numbers then makes $\ln|\psi_n|/n$ converge with probability one, and in the mean, to a constant. Since the mean tends to $\kappa$ by the finite-$N$ formula above, the constant is $\lambda$.

A second solution is

$$\chi_n=\psi_n\sum_{m\ge n}\frac1{\psi_m\psi_{m+1}},$$

since $\psi_{n+1}\chi_n-\psi_n\chi_{n+1}=1$ is constant. It decays as $e^{-\lambda n}$ up to subexponential factors. The same holds to the left. For almost every sample, such solutions exist at all energies outside a set of zero length.

Eigenvalues could still hide in that set. To exclude this, vary $\varepsilon_0$, on which the two half-line solutions do not depend. Since $G_{00}=1/(z-\varepsilon_0-\Sigma)$ with $\Sigma$ independent of $\varepsilon_0$, $-\operatorname{Im}G_{00}/\pi$ is a Lorentzian of unit area in $\varepsilon_0$. Its average is at most $\max p=1/(\pi\gamma)$, so the spectral weight of site 0 in a set of zero length vanishes almost surely. The same holds for every site.

Finally, write the spectral measure between sites 0 and $n$ as $F_n(E)\,d\mu_0(E)$. Then $F_n$ solves the chain equation, $F_0=1$, and $\int|F_n|d\mu_0\le1$. Summing with weights $1/(1+n^2)$ shows that $F_n$ grows at most as a power of $n$ for almost every $E$ in $\mu_0$. It must then be the decaying solution on both sides: a normalizable state with localization length $1/\lambda$ for its amplitude.

## Limits and numbers

For $\gamma\ll V$ inside the band, $\sin\varphi\simeq\sqrt{1-E^2/4V^2}$ and

$$\lambda\simeq\frac{\gamma}{\sqrt{4V^2-E^2}} .$$

This fails at the edge. At $E=2V$ the closed formula gives $\cosh\lambda\simeq1+\gamma/4V$, hence $\lambda\simeq\sqrt{\gamma/2V}$. For $\gamma\gg V,|E|$, $\lambda\simeq\ln(\gamma/V)$.

Take $\gamma=0.5V$ and $E=V$, with lengths in lattice spacings. Then

$$\cosh\lambda=\frac{\sqrt{9.25}+\sqrt{1.25}}4=1.03985,\qquad\lambda=0.2814,$$

and $1/\lambda=3.55$. The Thouless integral agrees, and direct recursion gives 0.2809. The spread of the exponent between chains falls from 0.0334 at 500 sites to 0.0165 at 2000, close to the factor of two expected from $N^{-1/2}$. At the band edge $\lambda=0.510$, near the estimate 0.5.

For a common shift the mean exponent at $E=V$ is also 0.2814, but it is zero with probability 0.80. On three sites with $\gamma=V$ and $z=(0.4+i)V$, the two ensembles share $\langle G_{13}\rangle$, while $\langle|G_{13}|^2\rangle$ is $0.0279/V^2$ for independent energies and $0.0533/V^2$ for a common one.

The participation number $1/\sum_i|\psi_i|^4$ estimates how many sites a normalized state occupies. For $|E|<V$ and $\gamma=0.5V$, it changes from 7.1 to 7.5 (40 samples, sampling error 0.1 to 0.2) when the independent chain grows from 100 to 400 sites; with a common shift the corresponding clean states give 67 and 267.

On the square lattice with $\gamma=6V$ and 12 columns, lengthening the columns from 12 to 36 sites leaves the participation number, now averaged over all states, near 1.8 for independent energies. With one energy per column it rises from about 11 to about 31 (12 samples, scatter near 4 percent; the ratio is fixed by the clean states along the column). These finite samples illustrate the distinction; they do not prove localization on the infinite square lattice. The full values are in the numerical output below.

## Calculated quantities

```
Energies in units of V, lengths in lattice spacings
Small lattices: gamma = 1.0 V, z = 0.4 + 1.0 i V
<G_13> independent sites = -0.036295+0.072380j 1/V
<G_13> common shift      = -0.036295+0.072380j 1/V
clean G_13 at z+i*gamma  = -0.036295+0.072380j 1/V
largest errors: indep 6.1e-15, shift 2.0e-16, columns 1.7e-15 1/V
<|G_13|^2>: independent 0.027938, common shift 0.053337 1/V^2
|<G_13>|^2 = 0.006556 1/V^2
<ln|V G_13|> = -2.51368, ln|V <G_13>| = -2.51368
  difference with 30 nodes 2.1e-05, with 60 nodes 1.4e-06
Chain: gamma = 0.5 V
E/V   rho*V    lam(Thouless) lam(closed) lam(recursion) decay<G>  1/lam
0.0  0.154403  0.247466      0.247466    0.2469         0.247466  4.0410
1.0  0.170699  0.281396      0.281396    0.2809         0.281396  3.5537
2.0  0.168084  0.509791      0.509791    0.5099         0.509791  1.9616
3.0  0.037327  0.993730      0.993730    0.9936         0.993730  1.0063
recursion: 2000 chains of 2000 sites
spread of lam between chains at E = 1.0 V: 0.0334 (500 sites), 0.0165 (2000 sites)
common shift, E = 1.0 V: mean exponent 0.281396, probability of zero exponent 0.7998
fraction of levels with |E| < V: counted 0.3204, from rho 0.3193
participation, |E| < V, 40 samples, 100 and 400 sites:
  independent 7.13, 7.49 sites; common shift 67.33, 267.33 sites
Square lattice: gamma = 6.0 V, 12 columns, 12 samples
participation over all states, column length 12 and 36:
  independent: 1.84, 1.82 sites
  columns: 11.06, 31.47 sites
```
